# Fourier transform of the Moon–Koshino interlayer hopping at K and 2K: a program that tests the result

```python
"""
Result under test: the in-plane Fourier transform of the Moon-Koshino
interlayer matrix element
  T(r) = Vpi exp(-(R-a0)/delta) (1-d^2/R^2) + Vsig exp(-(R-d0)/delta) d^2/R^2,
  R = sqrt(r^2+d^2),
  t(q) = (1/S) int d^2r T(r) exp(-i q.r)
       = (2 pi/S) [P A(q) + d^2 (Q-P) B(q)],
with kappa = 1/delta, s = sqrt(kappa^2+q^2), P = Vpi exp(kappa a0),
Q = Vsig exp(kappa d0), A = kappa (1+d s) exp(-d s)/s^3, and
B = integral from kappa to infinity of exp(-d s')/s' over kappa'.
a: lattice constant, S: cell area, d: layer spacing, a0 and d0: reference
distances of the pi and sigma strengths. Energies in eV, lengths in nm.
The claim is t(K) near 110 meV and a far smaller t(2K), K = 4 pi/(3a).
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import exp1
from scipy.constants import physical_constants

V_pi, V_sigma = -2.7, 0.48
a = 0.246
d0 = 0.335
a0 = a / np.sqrt(3)
delta = 0.184 * a
kappa = 1 / delta
S = np.sqrt(3) * a**2 / 2
K = 4 * np.pi / (3 * a)
P = V_pi * np.exp(kappa * a0)
Q = V_sigma * np.exp(kappa * d0)
hartree_eV = physical_constants["Hartree energy in eV"][0]


def hopping(r, d=d0):
    """Matrix element from its definition."""
    R = np.sqrt(r**2 + d**2)
    cos2 = (d / R)**2
    return (V_pi * np.exp(-(R - a0) / delta) * (1 - cos2)
            + V_sigma * np.exp(-(R - d0) / delta) * cos2)


def s_of(q):
    return np.sqrt(kappa**2 + q**2)


def A_of(q, d=d0):
    s = s_of(q)
    return kappa * (1 + d * s) * np.exp(-d * s) / s**3


def B_of(q, d=d0):
    s = s_of(q)

    def integrand(x):
        s_x = np.sqrt((kappa + x)**2 + q**2)
        return np.exp(-d * (s_x - s)) / s_x

    value = quad(integrand, 0, np.inf, epsabs=0, epsrel=1e-11, limit=200)[0]
    return np.exp(-d * s) * value


def parts(q, d=d0):
    """pi and sigma contributions to t(q), from the derived formula."""
    A, B = A_of(q, d), B_of(q, d)
    return (2 * np.pi / S * P * (A - d**2 * B),
            2 * np.pi / S * d**2 * Q * B)


def t_of(q, d=d0):
    return sum(parts(q, d))


# Two-dimensional Cartesian sum, with q along a generic direction.
h = 0.02
axis = h * np.arange(-110, 111)
X, Y = np.meshgrid(axis, axis, indexing="ij")
r_grid = np.hypot(X, Y)


def plane_transform(values, q, angle=0.3):
    phase = np.exp(-1j * q * (np.cos(angle) * X + np.sin(angle) * Y))
    return h**2 * np.sum(values * phase)


R_grid = np.sqrt(r_grid**2 + d0**2)
decay = np.exp(-kappa * R_grid)
q_list = [0.0, K, 2 * K]
direct = []
for q in q_list:
    s = s_of(q)
    checks = [(decay / R_grid, 2 * np.pi * np.exp(-d0 * s) / s),
              (decay, 2 * np.pi * A_of(q)),
              (decay / R_grid**2, 2 * np.pi * B_of(q))]
    for function, formula in checks:
        assert abs(plane_transform(function, q) - formula) < 1e-8 * formula
    value = plane_transform(hopping(r_grid), q) / S
    direct.append(value.real)
    assert abs(value - t_of(q)) < 1e-8 * abs(t_of(q))
assert abs(B_of(0.0) / exp1(kappa * d0) - 1) < 1e-8

# Wave-vector shells K+G, found by enumeration.
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
b1, b2 = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
K_vec = (2 * b1 + b2) / 3
assert abs(np.linalg.norm(K_vec) - K) < 1e-10 * K
G = np.array([m * b1 + n * b2 for m in range(-4, 5) for n in range(-4, 5)])
lengths = np.linalg.norm(K_vec + G, axis=1)
shells, counts = np.unique(np.round(lengths / K, 8), return_counts=True)
assert np.allclose(shells[:3], [1, 2, np.sqrt(7)], atol=1e-7)
assert list(counts[:3]) == [3, 3, 6]

# Direct lattice sum against the sum over wave-vector shells.
t_G = np.array([t_of(q) for q in lengths])
cells = np.array([m * a1 + n * a2
                  for m in range(-25, 26) for n in range(-25, 26)])


def lattice_sum(tau):
    points = cells + tau
    return np.sum(hopping(np.linalg.norm(points, axis=1))
                  * np.exp(1j * points @ K_vec))


shifts = {"on-top": 0 * a1, "hollow": (a1 + a2) / 3,
          "generic": 0.2 * a1 + 0.45 * a2}
coupling = {}
for name, tau in shifts.items():
    coupling[name] = lattice_sum(tau)
    shell_sum = np.sum(t_G * np.exp(-1j * G @ tau))
    assert abs(coupling[name] - shell_sum) < 1e-9
assert abs(coupling["hollow"]) < 1e-10

# Size claims, and the role of the layer spacing in the decay.
tK, t2K, t7K = t_of(K), t_of(2 * K), t_of(np.sqrt(7) * K)
assert abs(tK - 0.110) < 0.003
assert 0 < t2K < 0.02 * tK
assert parts(K)[1] > 0.95 * tK
spacing_rows = []
for d in (0.30, 0.335, 0.37):
    ratio = t_of(2 * K, d) / t_of(K, d)
    estimate = np.exp(-d * (s_of(2 * K) - s_of(K)))
    # The estimate omits slowly varying prefactors, hence 15 percent.
    assert abs(ratio / estimate - 1) < 0.15
    spacing_rows.append((d, ratio, estimate))
assert spacing_rows[0][1] > spacing_rows[1][1] > spacing_rows[2][1]

print(f"V_pi = {V_pi:.2f} eV, V_sigma = {V_sigma:.2f} eV")
print(f"a = {a:.3f} nm, d = d0 = {d0:.3f} nm, a0 = {a0:.5f} nm")
print(f"delta = {delta:.6f} nm, kappa = {kappa:.4f} 1/nm")
print(f"cell area S = {S:.6f} nm^2, K = {K:.4f} 1/nm")
print(f"P = {P:.3f} eV, Q = {Q:.3f} eV, T(r=0) = {hopping(0.0):.3f} eV")
for label, q in (("0", 0.0), ("K", K), ("2K", 2 * K),
                 ("sqrt(7)K", np.sqrt(7) * K)):
    pi_part, sigma_part = parts(q)
    print(f"q = {label}: q = {q:.4f} 1/nm, s = {s_of(q):.4f} 1/nm, "
          f"d*s = {d0 * s_of(q):.4f}")
    print(f"  A = {A_of(q):.5e} nm^2, B = {B_of(q):.5e} (no unit)")
    print(f"  pi part = {1e3 * pi_part:.5f} meV, "
          f"sigma part = {1e3 * sigma_part:.5f} meV")
    print(f"  t(q) = {1e3 * t_of(q):.5f} meV")
for label, value in zip(("0", "K", "2K"), direct):
    print(f"direct plane sum, q = {label}: {1e3 * value:.5f} meV")
print(f"t(K) = {1e3 * tK / hartree_eV:.4f} millihartree")
print(f"sigma share of t(K) = {100 * parts(K)[1] / tK:.2f} percent")
print(f"t(K)/t(2K) = {tK / t2K:.2f}")
for d, ratio, estimate in spacing_rows:
    print(f"d = {d:.3f} nm: t(2K)/t(K) = {ratio:.5f}, "
          f"exponential estimate = {estimate:.5f}")
for length, count in zip(shells[:3], counts[:3]):
    print(f"shell |K+G|/K = {length:.4f}: {count} vectors")
print(f"on-top lattice sum = {1e3 * coupling['on-top'].real:.4f} meV")
print(f"3 t(K) = {3e3 * tK:.4f} meV")
print(f"3 t(K) + 3 t(2K) = {3e3 * (tK + t2K):.4f} meV")
print(f"hollow lattice sum below 1e-7 meV: "
      f"{1e3 * abs(coupling['hollow']) < 1e-7}")
print(f"generic shift (0.2, 0.45): |lattice sum| = "
      f"{1e3 * abs(coupling['generic']):.4f} meV")
print("checks complete")
```

Output:

```
V_pi = -2.70 eV, V_sigma = 0.48 eV
a = 0.246 nm, d = d0 = 0.335 nm, a0 = 0.14203 nm
delta = 0.045264 nm, kappa = 22.0926 1/nm
cell area S = 0.052408 nm^2, K = 17.0276 1/nm
P = -62.242 eV, Q = 786.078 eV, T(r=0) = 0.480 eV
q = 0: q = 0.0000 1/nm, s = 22.0926 1/nm, d*s = 7.4010
  A = 1.05103e-05 nm^2, B = 7.35551e-05 (no unit)
  pi part = -16.83109 meV, sigma part = 777.94161 meV
  t(q) = 761.11052 meV
q = K: q = 17.0276 1/nm, s = 27.8931 1/nm, d*s = 9.3442
  A = 9.21151e-07 nm^2, B = 1.03194e-05 (no unit)
  pi part = 1.76809 meV, sigma part = 109.14118 meV
  t(q) = 110.90927 meV
q = 2K: q = 34.0552 1/nm, s = 40.5936 1/nm, d*s = 13.5989
  A = 5.98804e-09 nm^2, B = 1.40620e-07 (no unit)
  pi part = 0.07308 meV, sigma part = 1.48725 meV
  t(q) = 1.56032 meV
q = sqrt(7)K: q = 45.0508 1/nm, s = 50.1763 1/nm, d*s = 16.8091
  A = 1.56068e-10 nm^2, B = 5.51922e-09 (no unit)
  pi part = 0.00346 meV, sigma part = 0.05837 meV
  t(q) = 0.06183 meV
direct plane sum, q = 0: 761.11052 meV
direct plane sum, q = K: 110.90927 meV
direct plane sum, q = 2K: 1.56032 meV
t(K) = 4.0758 millihartree
sigma share of t(K) = 98.41 percent
t(K)/t(2K) = 71.08
d = 0.300 nm: t(2K)/t(K) = 0.02190, exponential estimate = 0.02214
d = 0.335 nm: t(2K)/t(K) = 0.01407, exponential estimate = 0.01420
d = 0.370 nm: t(2K)/t(K) = 0.00903, exponential estimate = 0.00910
shell |K+G|/K = 1.0000: 3 vectors
shell |K+G|/K = 2.0000: 3 vectors
shell |K+G|/K = 2.6458: 6 vectors
on-top lattice sum = 337.7822 meV
3 t(K) = 332.7278 meV
3 t(K) + 3 t(2K) = 337.4088 meV
hollow lattice sum below 1e-7 meV: True
generic shift (0.2, 0.45): |lattice sum| = 79.2526 meV
checks complete
```
